# Massive Dirac bands of monolayer MoS2 from threefold symmetry

**Three bonds and one phase**

Take a triangular lattice with two orbitals on each site: $d_{z^2}$, which looks the same in every in-plane direction, and $d_{+2}=(d_{x^2-y^2}+i\,d_{xy})/\sqrt2$, whose angular factor is $e^{2i\varphi}$. Let their energies be $+\Delta/2$ and $-\Delta/2$, and let a $d_{z^2}$ orbital couple to the $d_{+2}$ orbitals at the three vectors

$$\mathbf R_0=a(1,0),\quad \mathbf R_1=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad \mathbf R_2=a\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right). \tag{1}$$

These bonds lie at angles $2\pi j/3$. Along bond $j$ the second orbital has the phase $e^{4\pi i j/3}=\omega^{2j}=\omega^{-j}$, where $\omega=e^{2\pi i/3}$. At the zone corner $\mathbf K=(4\pi/3a,0)$ the Bloch phases $e^{i\mathbf K\cdot\mathbf R_j}$ all equal $\omega^2$, so they join the bond strength in one constant $T$. At $\mathbf k=\mathbf K+\mathbf q$ the coupling is

$$f(\mathbf q)=T\sum_{j=0}^{2}\omega^{-j}e^{i\mathbf q\cdot\mathbf R_j}. \tag{2}$$

At $\mathbf q=0$ the three contributions cancel, because $1+\omega+\omega^2=0$. Slightly away from K the cancellation is incomplete; it is complete again only at isolated points further out, among them the zone centre and $-\mathbf K$. With $q_\pm=q_x\pm iq_y$, the projection on a bond is $\mathbf q\cdot\mathbf R_j=\frac a2(q_-\omega^j+q_+\omega^{-j})$, and therefore

$$\sum_j\omega^{-j}\,\mathbf q\cdot\mathbf R_j=\frac a2\sum_j\left(q_-+q_+\omega^{-2j}\right)=\frac{3a}{2}\,q_- . \tag{3}$$

The $q_+$ part cancels and the $q_-$ part adds up. To first order $f=\frac{3ia}{2}T\,q_-$, and the two energies are $\pm\sqrt{\Delta^2/4+|f|^2}$, a gapped hyperbola in $q=|\mathbf q|$. The coupling vanishes at K and grows linearly because the two orbitals respond differently to a rotation by $2\pi/3$. The same reasoning applies to a monolayer of trigonal prismatic $\mathrm{MoS_2}$ without any assumption about bonds.

**What is assumed about the monolayer**

Atomic units are used in the algebra, so $\hbar$ and the electron mass are 1. The one-electron Hamiltonian $h$ is spinless and real; spin-orbit coupling, and with it the spin splitting of the bands, is left out. The molybdenum sites form the lattice above, and $C$ denotes the rotation by $2\pi/3$ about one of them. It acts on functions as $(R\psi)(\mathbf r)=\psi(C^{-1}\mathbf r)$ and commutes with $h$.

The corner K is suitable because $C\mathbf K$ is equivalent to it:

$$C\mathbf K-\mathbf K=\left(-\frac{2\pi}{a},\frac{2\pi}{\sqrt3\,a}\right)\equiv\mathbf G . \tag{4}$$

Here $\mathbf G\cdot\mathbf R_0=-2\pi$ and $\mathbf G\cdot\mathbf R_1=2\pi$, so $\mathbf G$ is a reciprocal lattice vector. A Bloch sum of a molybdenum orbital $\phi$ with $R\phi=\lambda\phi$ then obeys

$$R\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi(\mathbf r-\mathbf R)
=\lambda\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi(\mathbf r-C\mathbf R)
=\lambda\sum_{\mathbf R'}e^{i(C\mathbf K)\cdot\mathbf R'}\phi(\mathbf r-\mathbf R'). \tag{5}$$

The last form uses $\mathbf R'=C\mathbf R$ and $\mathbf K\cdot C^{-1}\mathbf R'=(C\mathbf K)\cdot\mathbf R'$. By (4) the phase equals $e^{i\mathbf K\cdot\mathbf R'}$, so the Bloch sum has the eigenvalue $\lambda$ of its orbital. Rotation replaces $e^{im\varphi}$ by $e^{im(\varphi-2\pi/3)}$, which gives

$$\lambda(d_{z^2})=1,\qquad \lambda(d_{+2})=e^{-4\pi i/3}=\omega,\qquad \lambda(d_{-2})=\omega^2 . \tag{6}$$

The physical input is that the conduction edge $\psi_c$ at K has mainly $d_{z^2}$ character and the valence edge $\psi_v$ mainly $d_{+2}$ character, and that both are nondegenerate. Threefold symmetry does not supply this order. Whether $d_{+2}$ or $d_{-2}$ appears at this particular corner is a matter of orientation: turning the crystal by 180° in the plane exchanges $\mathbf K$ and $-\mathbf K$, and with them the two orbitals. Sulfur $p$ orbitals may be mixed into the edges without harm, since only components with the same eigenvalue can mix. The mirror in the molybdenum plane keeps $d_{xz}$ and $d_{yz}$, which are odd under it, out of these even states.

**The symmetry condition**

At wavevector $\mathbf K+\mathbf q$ use the basis $e^{i\mathbf q\cdot\mathbf r}\psi_n(\mathbf r)$, where $\psi_n$ are the eigenstates at K. The matrix elements are

$$H_{nm}(\mathbf q)=\langle\psi_n|e^{-i\mathbf q\cdot\mathbf r}\,h\,e^{i\mathbf q\cdot\mathbf r}|\psi_m\rangle . \tag{7}$$

Rotating a basis function gives $R\,e^{i\mathbf q\cdot\mathbf r}\psi_m=\lambda_m e^{i(C\mathbf q)\cdot\mathbf r}\psi_m$, because $\mathbf q\cdot C^{-1}\mathbf r=(C\mathbf q)\cdot\mathbf r$. Since $R$ is unitary and commutes with $h$, rotating both sides of (7) leaves its value unchanged: $H_{nm}(\mathbf q)=\lambda_n^*\lambda_m H_{nm}(C\mathbf q)$. Multiplication by $\lambda_n\lambda_m^*$ gives

$$H_{nm}(C\mathbf q)=\lambda_n\lambda_m^*\,H_{nm}(\mathbf q). \tag{8}$$

Only ratios of eigenvalues enter. Choosing another threefold axis multiplies every $\lambda$ by a common phase and changes nothing here.

For the edges, $\lambda_c=1$ and $\lambda_v=\omega$. The diagonal elements must be invariant, while

$$H_{cv}(C\mathbf q)=\omega^*H_{cv}(\mathbf q),\qquad (C\mathbf q)_\pm=\omega^{\pm1}q_\pm . \tag{9}$$

**Zeroth and first order**

At $\mathbf q=0$, (9) reads $H_{cv}=\omega^*H_{cv}$, so $H_{cv}=0$. The two edge energies remain. Measured from midgap they are $\pm\Delta/2$.

Every linear form can be written $Aq_++Bq_-$. On the diagonal, invariance requires

$$A\omega q_++B\omega^*q_-=Aq_++Bq_- , \tag{10}$$

and since $\omega\ne1$, both coefficients vanish. The bands have no linear tilt at K. Off the diagonal, (9) requires

$$A\omega q_++B\omega^*q_-=\omega^*Aq_++\omega^*Bq_- . \tag{11}$$

The $q_-$ terms agree for any $B$, but $\omega\ne\omega^*$ forces $A=0$. Thus $H_{cv}=Bq_-$. Replacing $\psi_v$ by $e^{-i\arg B}\psi_v$ turns $B$ into $\gamma=|B|$. Symmetry permits $\gamma$ but does not fix its size; it is taken to be nonzero. The Hamiltonian to first order is

$$H_K=\begin{pmatrix}\Delta/2&\gamma(q_x-iq_y)\\ \gamma(q_x+iq_y)&-\Delta/2\end{pmatrix}
=\frac\Delta2\sigma_z+\gamma(q_x\sigma_x+q_y\sigma_y). \tag{12}$$

If the two edges had equal C3 eigenvalues, the off-diagonal element would obey (10) and the linear coupling would vanish. If the valence edge were $d_{-2}$, the factor in (9) would be $\omega$ and the coupling would be proportional to $q_+$. The energies would have the same form, but the strength of the coupling would in general be different.

The other corner follows from time reversal. Since $h$ is real, the states at $-\mathbf K$ are $\psi_n^*$, and (7) gives $H_{-K}(\mathbf q)=H_K(-\mathbf q)^*$. The upper off-diagonal element becomes $[-\gamma(q_x-iq_y)]^*=-\gamma(q_x+iq_y)$, so

$$H_{-K}=\frac\Delta2\sigma_z+\gamma(-q_x\sigma_x+q_y\sigma_y). \tag{13}$$

**The gapped hyperbola**

Squaring the matrix in (12) gives $\Delta^2/4+\gamma^2q_-q_+$ in both diagonal places. The upper off-diagonal place contains $\frac\Delta2\gamma q_--\gamma q_-\frac\Delta2=0$, and the lower one vanishes likewise. Since $q_-q_+=q^2$,

$$H_K^2=\left(\frac{\Delta^2}{4}+\gamma^2q^2\right)\mathbf 1 . \tag{14}$$

Each eigenvalue squared equals this bracket. The trace of $H_K$ is zero, so the two eigenvalues have opposite signs:

$$E_\pm(q)=\pm\sqrt{\frac{\Delta^2}{4}+\gamma^2q^2}. \tag{15}$$

Equation (13) gives the same result. The crossover wavevector is $q_0=\Delta/(2\gamma)$. For $q\ll q_0$, the expansion $\sqrt{1+x}\approx1+x/2$ with $x=4\gamma^2q^2/\Delta^2$ yields

$$E_\pm\approx\pm\left(\frac\Delta2+\frac{\gamma^2q^2}{\Delta}\right),\qquad m=\frac{\Delta}{2\gamma^2}, \tag{16}$$

where $m$ follows from equating $\gamma^2q^2/\Delta$ with $q^2/2m$. At fixed $\gamma$, a larger gap makes this mass larger, because the states that repel each other are further apart. For $q\gg q_0$, still within (12), $E_\pm\approx\pm\gamma q$ and $\gamma$ is the speed. When $\Delta\to0$ the crossover moves to $q=0$ and a cone remains.

The orbital content changes along the hyperbola. The derivative of an eigenvalue with respect to $\Delta/2$ is the expectation value of $\sigma_z$, so (15) gives $\langle\sigma_z\rangle=\Delta/(2E)$. Within (12), the conduction-edge component of the upper state therefore has weight $\frac12(1+\Delta/2E_+)$: it is 1 at K, 0.85 at $q_0$, and tends to $\frac12$ for large $q$.

**Second order and the range of validity**

Equation (16) is of order $q^2$, whereas $H$ was kept to order $q$. Quadratic terms in $H$ must therefore be examined. The products $q_+^2$, $q_-^2$ and $q_+q_-$ acquire the factors $\omega^2$, $\omega$ and 1 under rotation. The diagonal admits $q^2$; the off-diagonal element needs $\omega^*=\omega^2$ and admits $q_+^2$. Hence

$$H=\begin{pmatrix}\Delta/2+\alpha q^2&\gamma q_-+\kappa q_+^2\\ \gamma q_++\kappa^*q_-^2&-\Delta/2+\beta q^2\end{pmatrix}. \tag{17}$$

Part of $\alpha$ and $\beta$ comes from remote bands. For one remote state $r$ with energy $E_r$, the eigenvalue equation gives its amplitude as $c_r=(H_{rc}c_c+H_{rv}c_v)/(E-H_{rr})$. Inserting this in the other two equations adds $H_{nr}H_{rm}/(E-H_{rr})$ to $H_{nm}$. The couplings are linear in $q$, so to order $q^2$ the denominator may be taken at K. With $|H_{nr}|=g_{nr}q$,

$$\alpha=\alpha_{\rm dir}+\frac{g_{cr}^2}{E_c-E_r},\qquad \beta=\beta_{\rm dir}+\frac{g_{vr}^2}{E_v-E_r}, \tag{18}$$

where the direct parts are the quadratic terms already in $H_{cc}$ and $H_{vv}$. Eliminating the valence amplitude from (17) in the same way adds $\gamma^2q^2/\Delta$ to the conduction edge; eliminating the conduction amplitude subtracts it from the valence edge. Thus

$$E_c(q)\approx\frac\Delta2+\left(\frac{\gamma^2}{\Delta}+\alpha\right)q^2,\qquad
E_v(q)\approx-\frac\Delta2+\left(-\frac{\gamma^2}{\Delta}+\beta\right)q^2 . \tag{19}$$

The mass in (16) is therefore the mass of the truncated Hamiltonian. It approximates the conduction mass only if $|\alpha|$ is small compared with $\gamma^2/\Delta$, and the valence mass only if $|\beta|$ is. The hyperbola as a whole is controlled when the gap and $\gamma q$ are both of a small size $\delta$. Then $E\sim\delta$, the omitted terms are of order $q^2\sim\delta^2/\gamma^2$, and the relative error falls in proportion to $\delta$.

The term $\kappa$ also breaks the circular symmetry of the energies. In $|\gamma q_-+\kappa q_+^2|^2$ the cross term is $2\gamma\,{\rm Re}(\kappa q_+^3)$, which varies as the cosine of three times the azimuth plus a constant. Cubic diagonal terms may have the same angular form, so for $q\ll q_0$ trigonal warping of the energies starts at order $q^3$ and has several sources. For $q\gg q_0$ the energy itself grows as $\gamma q$, and the cross term, divided by $2|E|$, gives a warping of order $q^2$.

**A lattice model with a remote band**

A three-orbital model allows $\gamma$, $\alpha$ and $\beta$ to be computed. In the order $d_{z^2},d_{xy},d_{x^2-y^2}$, let the on-site energies be $\varepsilon_1,\varepsilon_2,\varepsilon_2$ and the hopping matrix along $+\mathbf R_0$ be

$$M=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}. \tag{20}$$

For $-\mathbf R_0$ it is $M^T$, as required by hermiticity. The signs follow from the mirror $x\to-x$, which reverses this bond and changes the sign of $d_{xy}$ alone. Rotation supplies the other bonds. At K the bonds $\mathbf R_j$ carry the phase $\omega^2$ and their reverses $\omega$. Therefore $E_c=\varepsilon_1+3t_0(\omega^2+\omega)=\varepsilon_1-3t_0$.

In the $(d_{xy},d_{x^2-y^2})$ block, $d_{+2}$ is the vector $(i,1)/\sqrt2$. Its expectation value in $M$ is $s-it_{12}$ with $s=(t_{11}+t_{22})/2$, and in $M^T$ it is $s+it_{12}$. Using $\omega-\omega^2=i\sqrt3$,

$$E_v=\varepsilon_2+3\left[\omega^2(s-it_{12})+\omega(s+it_{12})\right]=\varepsilon_2-3s-3\sqrt3\,t_{12}. \tag{21}$$

For $d_{-2}$ the sign of $t_{12}$ is reversed, so $E_r=\varepsilon_2-3s+3\sqrt3\,t_{12}$. The inversion-odd hopping $t_{12}$ separates the two states; without it they are degenerate at K and a two-band description of this kind fails.

The element of $M$ between $d_{z^2}$ and $d_{+2}$ is $(t_2+it_1)/\sqrt2$, and that of $M^T$ is $(t_2-it_1)/\sqrt2$. Bond $j$ adds the factor $\omega^{-j}$. Expanding the Bloch phases to first order and using (3),

$$H_{cv}=i\,\frac{3a}{2}q_-\,\frac{\omega^2(t_2+it_1)-\omega(t_2-it_1)}{\sqrt2}
=\frac{3a}{2\sqrt2}\left(\sqrt3\,t_2+t_1\right)q_- . \tag{22}$$

The fraction equals $-i(\sqrt3t_2+t_1)/\sqrt2$, and the prefactor $i$ makes the result real. Thus $\gamma=3a(\sqrt3t_2+t_1)/(2\sqrt2)$ when this is positive.

**Numbers**

Take the round model parameters $a=3$ Å, $\varepsilon_1=1$, $\varepsilon_2=2$, $t_0=-0.2$, $t_1=0.4$, $t_2=0.5$, $t_{11}=0.2$, $t_{12}=0.3$ and $t_{22}=0$ eV. They are not fitted to a material. Then $E_c=1+0.6=1.600$ eV and $E_v=2-0.3-1.559=0.141$ eV, so $\Delta=1.459$ eV (0.0536 hartree). The remote edge is at 3.259 eV. Equation (22) gives $\gamma=3.182\times1.266=4.03$ eV Å (0.280 hartree bohr), and $q_0=1.459/(2\times4.03)=0.181$ Å$^{-1}$.

The Dirac curvature is $\gamma^2/\Delta=11.12$ eV Å$^2$. The corrections are $\alpha=-1.35-1.33=-2.68$ and $\beta=4.18-0.19=3.99$ eV Å$^2$, with the direct part first in each sum. The remote parts are negative because the remote band lies above both edges and pushes them down. From (19) the curvatures are $11.12-2.68=8.45$ and $-11.12+3.99=-7.14$ eV Å$^2$, up to rounding. Finite differences of the diagonalized lattice bands test these values.

The Dirac mass is $0.0536/(2\times0.280^2)=0.34$ electron masses. The lattice masses are 0.45 for the conduction band and 0.53 in magnitude for the valence band. Relative to these, the Dirac value is low by 24% and 36%. Knowing the gap and $\gamma$ is thus not enough to obtain the masses in this model.

At $q=0.10$ Å$^{-1}$, (15) gives $\sqrt{0.729^2+0.403^2}=0.833$ eV from midgap. Along $+x$ the lattice energies are $0.806$ and $-0.795$ eV. At $0.20$ Å$^{-1}$ the Dirac energy is 1.087 eV, against lattice magnitudes of 0.978 and 0.947 eV; it is too large by 11% and 15% of these. Rotating $\mathbf q$ by 60° at $q=0.10$ Å$^{-1}$ raises the conduction energy by 5 meV and lowers the valence energy by about 1 meV, which is the trigonal warping.

The controlled limit can be checked by shifting $\varepsilon_1$ to make the gap small and setting $\gamma q=\Delta$. The largest deviation from (15), over both bands and 48 directions, is 0.60% of the gap for $\Delta=0.04$ eV and 0.30% for $\Delta=0.02$ eV. It halves with the gap, as the estimate after (19) requires.

Threefold symmetry is also needed in practice. Strengthening the bond pair $\pm\mathbf R_0$ by 10% changes the $q_x$ coupling between the fixed orbitals $d_{z^2}$ and $d_{+2}$ but not their $q_y$ coupling, since $\mathbf R_0$ lies along $x$. In (3) this bond supplies $a$ of the total $3a/2$, so the mismatch is $0.1\times2/3=0.067$ of $\gamma$, in agreement with the numerical output. The stronger bond also mixes the three orbitals at K, so between the actual edge states both couplings change, to 4.24 eV Å along $x$ and 4.07 eV Å along $y$, a mismatch of 0.044 of $\gamma$. Linear tilts of 0.13 and $-0.11$ eV Å appear on the diagonal, and the edges move about 0.007 Å$^{-1}$ away from K. The isotropic form (12) is then lost.

## Computed values

```
lattice constant a = 3.0 angstrom
model parameter e1 = 1.0 eV
model parameter e2 = 2.0 eV
model parameter t0 = -0.2 eV
model parameter t1 = 0.4 eV
model parameter t2 = 0.5 eV
model parameter t11 = 0.2 eV
model parameter t12 = 0.3 eV
model parameter t22 = 0.0 eV
K distance from zone centre = 1.3963 1/angstrom
allowed real constants, orders 0,1,2 in q = [np.int64(2), np.int64(2), np.int64(4)]
allowed linear constants, equal C3 eigenvalues = 0
valence edge d_+2 at K = 0.1412 eV
conduction edge d_z2 at K = 1.6000 eV
remote edge d_-2 at K = 3.2588 eV
midgap energy = 0.8706 eV
gap = 1.4588 eV = 0.05361 hartree
gamma = 4.0285 eV angstrom = 0.27976 hartree bohr
crossover q = gap/(2 gamma) = 0.1811 1/angstrom
isotropy violation, one bond pair +10% = 0.0667 of gamma
Dirac curvature gamma^2/gap = 11.124 eV angstrom^2
alpha direct part = -1.350 eV angstrom^2
alpha remote part = -1.326 eV angstrom^2
alpha total = -2.676 eV angstrom^2
beta direct part = 4.182 eV angstrom^2
beta remote part = -0.195 eV angstrom^2
beta total = 3.988 eV angstrom^2
lattice conduction curvature = 8.448 eV angstrom^2
lattice valence curvature = -7.136 eV angstrom^2
Dirac mass = 0.342 electron masses
lattice conduction mass = 0.451 electron masses
lattice valence mass magnitude = 0.534 electron masses
energies from midgap in eV, q along +x in 1/angstrom:
q=0.02: Dirac +/-0.7339, lattice c 0.7328, v -0.7323
q=0.05: Dirac +/-0.7567, lattice c 0.7498, v -0.7468
q=0.10: Dirac +/-0.8333, lattice c 0.8058, v -0.7950
q=0.20: Dirac +/-1.0868, lattice c 0.9777, v -0.9469
warping, q=0.10 1/angstrom at 0 deg: c 0.8058, v -0.7950 eV
warping, q=0.10 1/angstrom at 60 deg: c 0.8108, v -0.7962 eV
max error/gap, gap 0.04 eV, gamma*q=gap: 0.00598
max error/gap, gap 0.02 eV, gamma*q=gap: 0.00297
```
